# Partial-Wave Convergence of the Leading Relativistic Correction to Pair Correlation

Consider two electrons in the field of a fixed point charge $Z$, in Hartree atomic units, with $c=1/\alpha$. The bare Hamiltonian, its singlet $1s^2$ ground state and the perturbation are

$$H_0=\sum_{i=1}^{2}\Big(-\tfrac12\nabla_i^2-\frac{Z}{r_i}\Big),\qquad \psi_0=\frac{Z^3}{\pi}e^{-Z(r_1+r_2)},\qquad V=\frac1{r_{12}} .$$

The partial wave $l$ of a pair function is its component proportional to $P_l(\cos\theta_{12})$: both electrons have angular momentum $l$, coupled to zero. Throughout, $\lambda=l+\tfrac12$. A basis that is radially complete for all $l\le L$ has cardinal number $X=L+1$, the numbering used for hydrogen in the correlation-consistent sets.

The energy is taken to second order in $V$, the lowest order with pair correlation, and to order $\alpha^2$, from the no-pair Dirac–Coulomb Hamiltonian. The Breit interaction is left out. In this regime the two-electron Darwin increments fall as $\lambda^{-2}$, and the Darwin energy missing from the basis falls as $1/X$. The mass–velocity increments also fall as $\lambda^{-2}$, with opposite sign and half the size, so half of the Darwin tail survives in the full correction.

**The operators.** For one electron in a potential $U$, the lower Dirac component is $\eta\simeq\frac{1}{2c}\big[1-\frac{E-U}{2c^2}\big]\sigma\!\cdot\!p\,\varphi$. Inserted in the upper equation, it gives

$$\Big[\frac{p^2}{2}+U+\frac{\alpha^2}{4}\,\sigma\!\cdot\!p\,(U-E)\,\sigma\!\cdot\!p\Big]\varphi=E\varphi .$$

The norm is $\langle\varphi|1+\alpha^2p^2/4|\varphi\rangle$, so the normalized function is $\Phi=(1+\alpha^2p^2/8)\varphi$. Substituting $\varphi=(1-\alpha^2p^2/8)\Phi$ and multiplying from the left by the same factor cancels the terms in $E p^2$. The correction that remains is

$$-\frac{\alpha^2p^4}{8}+\frac{\alpha^2}{8}\big(2\,\sigma\!\cdot\!p\,U\,\sigma\!\cdot\!p-p^2U-Up^2\big)
=-\frac{\alpha^2p^4}{8}+\frac{\alpha^2}{8}\nabla^2U+\frac{\alpha^2}{4}\sigma\!\cdot(\nabla U\times p).$$

The bracket is $-[\sigma\!\cdot\!p,[\sigma\!\cdot\!p,U]]$, which has been worked out with $[\sigma\!\cdot\!p,U]=-i\sigma\!\cdot\!\nabla U$.

For two electrons the reduction is made in each coordinate, with $U$ replaced by the whole potential energy. Terms that alter both electrons at once connect the upper–upper with the lower–lower component and do not enter the upper block at order $\alpha^2$. The spin–orbit terms are vectors in spin space and have no matrix elements between singlets. Since $\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)$ and $\nabla_i^2(1/r_{12})=-4\pi\delta(\mathbf r_{12})$, what is left is $\alpha^2(B+D)$ with

$$B=\sum_i\Big[-\frac{p_i^4}{8}+\frac{\pi Z}{2}\delta(\mathbf r_i)\Big],\qquad D=2\cdot\frac18\,(-4\pi)\,\delta(\mathbf r_{12})=-\pi\,\delta(\mathbf r_{12}).$$

Lengths are now measured in units of $1/Z$. Then $H_0$ scales as $Z^2$, $V$ as $Z$, $B$ as $Z^4$ and $D$ as $Z^3$. Terms with one $B$ and two $V$ carry two energy denominators and scale as $Z^4Z^2/Z^4=Z^2$. Terms with one $D$ and one $V$ carry one denominator and scale as $Z^3Z/Z^2=Z^2$. Every second-order correction is therefore $\alpha^2Z^2$ times a number, and $Z=1$ is used until the example.

**The increment.** With $r_<$ and $r_>$ the smaller and larger radius,

$$\frac1{r_{12}}=\sum_l v_lP_l(\cos\theta_{12}),\qquad v_l=\frac{r_<^l}{r_>^{l+1}} .$$

As $H_0$ does not mix partial waves, the first-order function obeys, for each $l>0$ separately,

$$(H_0-E_0)\psi_{1,l}=-v_lP_l\psi_0 .$$

Truncation at $L$ deletes the higher waves and leaves the others unchanged. The nonrelativistic increment is $e_l=\langle\psi_0|v_lP_l|\psi_{1,l}\rangle=-\langle\psi_0|v_lP_l\,G\,v_lP_l|\psi_0\rangle$, with $G=(H_0-E_0)^{-1}$.

The relativistic increment is the derivative of $e_l$ with respect to $\alpha^2$ when $H_0\to H_0+\alpha^2B$ and $V\to V+\alpha^2D$. The resolvent changes by $-\alpha^2G(B-E_B)G$, where $E_B=\langle\psi_0|B|\psi_0\rangle$, and $\psi_0$ changes by $\alpha^2\chi$. Since $\psi_{1,l}=-Gv_lP_l\psi_0$,

$$\varepsilon_l=2\langle\psi_0|D|\psi_{1,l}\rangle+\langle\psi_{1,l}|B-E_B|\psi_{1,l}\rangle+2\langle\chi|v_lP_l|\psi_{1,l}\rangle .$$

For $l>0$, $\psi_{1,l}$ vanishes at the nucleus and the one-electron Darwin term drops out of the middle expression. By exchange symmetry the mass–velocity part is $M_l=-\tfrac14\|\nabla_1^2\psi_{1,l}\|^2$.

To obtain $E_B$ and $\chi$, let $\phi=e^{-r}/\sqrt\pi$. Then $p^2\phi=(2/r-1)\phi$. Applying $p^2$ again, with $\nabla^2(1/r)=-4\pi\delta$ and $\nabla(1/r)\cdot\nabla\phi=\phi/r^2$,

$$p^4\phi=\Big(8\pi\delta-\frac{4}{r^2}+\frac{4}{r^2}-\frac2r\Big)\phi-\Big(\frac2r-1\Big)\phi=\Big(8\pi\delta-\frac4r+1\Big)\phi .$$

The one-electron operator $b$ in $B$ thus gives $b\phi=\big(\frac1{2r}-\frac18-\frac\pi2\delta\big)\phi$. Its mean value is $\frac12-\frac18-\frac12=-\frac18$, because $\langle1/r\rangle=1$ and $\phi(0)^2=1/\pi$. Hence $E_B=-\frac14$.

Write the response of one orbital as $g\phi$. The equation $(h+\frac12)g\phi=-(b+\frac18)\phi$, with $h$ the bare one-electron Hamiltonian, becomes $\nabla^2g-2g'=\frac1r-\pi\delta$. The trial form $a/r+k\ln r$ yields $-4\pi a\delta+(2a+k)/r^2-2k/r$, so $a=\frac14$ and $k=-\frac12$:

$$g(r)=\frac1{4r}-\frac12\ln r+\text{const},\qquad \chi=\psi_0\,[g(r_1)+g(r_2)],$$

with the constant fixed by $\langle\phi|g\phi\rangle=0$.

These pieces can be checked in first order in $V$. The $\alpha^2$ part of the Coulomb integral of two Dirac $1s$ electrons must equal $\langle D\rangle+2\langle\chi|V|\psi_0\rangle$. Numerically the right side is $-0.125000+0.355140=0.230140$ hartree, and the Dirac integral gives the same $0.230140$. This tests both the sign and the size of the contact operator.

**The pair function at large $l$.** Write $\psi_{1,l}=\psi_0fP_l$. The potential cancels against $E_0$, and $\nabla_i\ln\psi_0=-\hat{\mathbf r}_i$, so that

$$\sum_i\Big[\partial_{r_i}^2+\frac2{r_i}\partial_{r_i}-\frac{l(l+1)}{r_i^2}-2\partial_{r_i}\Big]f=2v_l .$$

Let $x_i=\ln r_i$, $\rho=\sqrt{r_1r_2}$, $t=x_1-x_2$ and $f=h/\rho$, where $h$ now denotes a function. The factor $r_i^{-1/2}$ in $1/\rho$ turns $\partial_{x_i}^2+\partial_{x_i}-l(l+1)$ into $\partial_{x_i}^2-\frac14-l(l+1)=\partial_{x_i}^2-\lambda^2$. Also $v_l=\rho^{-1}e^{-\lambda|t|}$, because $r_<=\rho e^{-|t|/2}$ and $r_>=\rho e^{|t|/2}$. With $y=\ln\rho$, $\partial_{x_{1,2}}=\frac12\partial_y\pm\partial_t$, and the equation reads

$$\frac{2}{\rho^2}\Big[\cosh t\,\big(\partial_t^2+\tfrac14\partial_y^2-\lambda^2\big)-\sinh t\,\partial_t\partial_y\Big]h-\frac2\rho\Big[\cosh\tfrac t2\,(\partial_y-1)-2\sinh\tfrac t2\,\partial_t\Big]h=2e^{-\lambda|t|}.$$

The source confines $t$ to a width $1/\lambda$, so $\partial_t\sim\lambda$. The leading operator $\partial_t^2-\lambda^2$ is of order $\lambda^2$. Everything else is of order one: $(\cosh t-1)\lambda^2$, $\sinh t\,\partial_t$ and $\sinh\frac t2\,\partial_t$ all stay finite. Corrections are thus of relative order $\lambda^{-2}$, and the leading equation is

$$(\partial_t^2-\lambda^2)h=\rho^2e^{-\lambda|t|}.$$

For $q=(1+\lambda|t|)e^{-\lambda|t|}$ one finds $\partial_t^2q=\lambda^2(\lambda|t|-1)e^{-\lambda|t|}$, so $(\partial_t^2-\lambda^2)q=-2\lambda^2e^{-\lambda|t|}$. The solution that decays and has a continuous slope at $t=0$ is therefore

$$f=-\frac{\rho}{2\lambda^2}\,(1+\lambda|t|)\,e^{-\lambda|t|}.$$

In the numerical solution at $l=12$, with one electron near $r=1$, the shape departs from this by about 0.1 % of the peak, part of which is discretization error. The agreement is unusually close at this radius. The correction is of relative order $\lambda^{-2}$, here 0.6 %, with a coefficient that depends on the radius: the departure is about 0.6 % near the nucleus, 0.7 % at $r=2$ and 2.6 % at $r=5$.

The electron–electron cusp gives the same value at $r_1=r_2$. Near coalescence $\psi_1\simeq\frac12r_{12}\psi_0$ plus smoother terms. Differentiating $r_{12}$ with respect to $\cos\theta_{12}$ gives $-r_1r_2\sum_lv_lP_l$, and $P_l=(P'_{l+1}-P'_{l-1})/(2l+1)$. At $r_1=r_2=r$ the coefficient of $P_l$ in $r_{12}$ is then

$$-r\Big[\frac1{2l-1}-\frac1{2l+3}\Big]=-\frac{4r}{(2l-1)(2l+3)}=-\frac{r}{\lambda^2-1}.$$

Half of this is $-r/2\lambda^2$ to leading order, as found above.

**Darwin term.** The contact operator sets $t=0$ and $P_l(1)=1$:

$$D_l=-2\pi\int\psi_0(r,r)^2f(r,r)\,d^3r=\frac{\pi I}{\lambda^2},\qquad I=\int\psi_0(r,r)^2\,r\,d^3r=\frac4\pi\int_0^\infty r^3e^{-4r}dr=\frac{3}{32\pi}.$$

With the factors restored, $D_l\to\frac{3}{32}\alpha^2Z^2\lambda^{-2}$. The sign is positive because each further wave deepens the Coulomb hole and weakens the attractive contact energy.

**Mass–velocity term.** To leading order $\nabla_1^2\psi_{1,l}=\psi_0P_l\rho^{-3}(\partial_t^2-\lambda^2)h=\psi_0v_lP_l$. The next terms are smaller by $1/\lambda$ but odd in $t$, so their product with the even leading term integrates to zero and the norm is corrected at relative order $\lambda^{-2}$. The angular average of $P_l^2$ is $1/(2l+1)=1/2\lambda$, and $dr_1dr_2=\rho\,d\rho\,dt$. Hence

$$\|\nabla_1^2\psi_{1,l}\|^2\to\frac{(4\pi)^2}{2\lambda}\int_0^\infty\!\rho^4\,\psi_0(\rho,\rho)^2\,\rho^{-2}\,\rho\,d\rho\int_{-\infty}^{\infty}\!e^{-2\lambda|t|}dt=\frac{8\pi^2}{\lambda^2}\int_0^\infty\!\psi_0^2\rho^3d\rho=\frac{2\pi I}{\lambda^2},$$

and $M_l\to-\frac{\pi I}{2\lambda^2}$, that is $-\frac3{64}\alpha^2Z^2\lambda^{-2}$.

**The remaining terms.** The same coordinates give the nonrelativistic increment. Here $\int(1+\lambda|t|)e^{-2\lambda|t|}dt=\frac1\lambda+\frac1{2\lambda}=\frac3{2\lambda}$, so

$$e_l\to\frac{8\pi^2}{\lambda}\Big(-\frac1{2\lambda^2}\Big)\frac{3}{2\lambda}\int_0^\infty\psi_0^2\rho^5d\rho=-\frac6{\lambda^4}\cdot\frac{5!}{4^6}=-\frac{45}{256}\lambda^{-4}.$$

The comparison shows where the slow convergence comes from. In $e_l$ the amplitude $\lambda^{-2}$ is reduced by two further factors $1/\lambda$, one from the angular average and one from the width in $t$. The contact operator samples the amplitude at a point and has neither factor.

The response term differs from $e_l$ by the factor $2\cdot2g(\rho)$ under the integral and tends to $-24\lambda^{-4}\int_0^\infty e^{-4\rho}g\rho^5d\rho=0.0669\,\lambda^{-4}$. The norm term $-E_B\langle\psi_{1,l}|\psi_{1,l}\rangle$ has the square of the amplitude, $\lambda^{-4}$, and the two factors $1/\lambda$, so it falls as $\lambda^{-6}$. The full increment is therefore

$$\varepsilon_l=\frac{3}{64}\,\frac{\alpha^2Z^2}{(l+\frac12)^2}+O(\lambda^{-4}).$$

The numerical solution of the radial pair equation, which makes no use of the large-$l$ form, gives these increments times $\lambda^2$, in $\alpha^2Z^2$ hartree:

| $l$ | Darwin | mass–velocity | response + norm | total |
|---|---|---|---|---|
| 1 | 0.0985 | −0.0836 | 0.0143 | 0.0292 |
| 4 | 0.0939 | −0.0503 | 0.0029 | 0.0464 |
| 12 | 0.0937 | −0.0473 | 0.0004 | 0.0468 |

The derived limits are 0.09375, −0.04687 and 0.04687 for Darwin, mass–velocity and total. Extrapolation of the numerical values gives 0.09364, −0.04683 and 0.04684. The Darwin term is near its limit from the first waves on, whereas the mass–velocity term approaches more slowly. Beyond $l=6$ the scaled Darwin values in the output drop slightly below the limit, by less than 0.1 %. This is a discretization error of the spline basis, not a property of the increments: the converged values approach the limit from above, with 0.09378 at $l=6$ and 0.09375 at $l=12$. The last row of the table and the extrapolated values carry this error.

**A second case.** The Coulomb form of $\psi_0$ entered the leading terms through $I$ alone. For another nodeless pair $\phi(r)^2$ in a smooth central potential, $D_l\to\pi\alpha^2I/\lambda^2$ and $M_l\to-\pi\alpha^2I/2\lambda^2$ still hold. In a harmonic well of frequency $\omega$, $\phi^2=(\omega/\pi)^{3/2}e^{-\omega r^2}$ and

$$I=\frac{\omega^3}{\pi^3}\,4\pi\int_0^\infty r^3e^{-2\omega r^2}dr=\frac{\omega^3}{\pi^3}\cdot\frac{4\pi}{8\omega^2}=\frac{\omega}{2\pi^2},$$

so $D_l\to\alpha^2\omega/(2\pi\lambda^2)$. The power belongs to the electron–electron coalescence; the potential sets the prefactor.

**From increments to the cardinal number.** The missing waves are $l\ge X$. Because $\frac1l-\frac1{l+1}=\frac{1}{l(l+1)}=\frac1{\lambda^2-1/4}$,

$$\sum_{l\ge X}\frac1{\lambda^2}=\sum_{l\ge X}\Big(\frac1l-\frac1{l+1}\Big)-\sum_{l\ge X}\frac{1}{4\lambda^2(\lambda^2-\frac14)}=\frac1X+O(X^{-3}).$$

The corrections to $D_l$ are of order $\lambda^{-4}$ and also sum to $O(X^{-3})$. The missing Darwin energy is

$$\Delta D(X)=\frac{3}{32}\,\frac{\alpha^2Z^2}{X}+O(X^{-3}),$$

and the whole $\alpha^2$ correction lacks half of this to leading order. If $\mathcal D(X)$ is the Darwin energy computed with cardinal number $X$, eliminating the $1/X$ term from two values gives

$$\mathcal D_\infty\simeq\frac{X_2\mathcal D(X_2)-X_1\mathcal D(X_1)}{X_2-X_1}.$$

A set numbered so that $L=X$ has $1/(X+1)$ instead, with the same leading power. A set with radial gaps keeps the same leading term, coefficient included, only if its radial error falls faster than $1/X$.

**Example.** Take a model with the round charge $Z=10$. Then $\alpha Z=0.07297$, and the tail coefficient is $\frac3{32}(0.07297)^2=4.992\times10^{-4}$ hartree, or 499.2 microhartree. The reference for the missing energy must contain all partial waves. It comes from a first-order function expanded in $r_1+r_2$, $r_1-r_2$ and $r_{12}$, with the contact value taken from

$$\int\psi_0\psi_1\delta(\mathbf r_{12})=-\frac1{8\pi}\int\frac1{r_{12}}(\nabla_1^2+\nabla_2^2)(\psi_0\psi_1),$$

which follows from $(\nabla_1^2+\nabla_2^2)(1/r_{12})=-8\pi\delta(\mathbf r_{12})$ by partial integration. The Laplacian of $\psi_1$ is replaced by means of the first-order equation. This gives a second-order Darwin energy of 1293.6 microhartree (about 0.1 below the converged 1293.7), against a first-order value of −6656.4.

At $X=5$ the missing Darwin energy is 99.4 microhartree, where the law gives $499.2/5=99.8$. At $X=10$ the figures are 49.8 and 49.9: doubling the cardinal number halves the error. These missing energies are differences between the reference and the summed waves, and they are all low by about 0.1 microhartree; the converged values are 99.5 and 49.9. The missing nonrelativistic energy falls over the same range from about −446 to about −57 microhartree, roughly as $X^{-3}$; these two values are too small in magnitude by about 1.4 microhartree, because the 94-term reference for the full second-order energy is not fully converged. The $\alpha^2$ term thus gains weight in the basis error as the set grows.

At $X=4$ the missing Darwin energy is 124.12 microhartree. The two-point formula leaves an error of $-(5\times99.44-4\times124.12)=-0.72$ microhartree. With converged values the remainder is $-0.81$ microhartree. It comes from the $O(X^{-3})$ terms: the sum $\sum_{l\ge X}\lambda^{-2}=1/X-1/(12X^3)+\dots$ alone gives $-0.90$. An $X^{-3}$ extrapolation of the same two values leaves $-(125\times99.44-64\times124.12)/61=-73.5$, so it removes about a quarter of the error at $X=5$. When the correction is computed to order $\alpha^2$, Darwin and nonrelativistic energies should accordingly be extrapolated separately.

**Where the result fails.** In wave $l$ the electrons have momenta of order $\lambda/\rho\sim\lambda Z$, so the expansion in $\alpha$ requires $\lambda\alpha Z\ll1$. In the example $1/(\alpha Z)=13.7$. At $l=12$ the product is already 0.91, and the entries for the highest waves are correct coefficients of $\alpha^2$ but no longer good approximations to the Dirac–Coulomb increments. The loss sets in well before that: at $Z=10$ the relativistic increments of the full no-pair Hamiltonian amount to about 93 %, 78 %, 55 % and 39 % of the $\alpha^2$ term at $l=1$, 4, 8 and 12. The missing energies sum over all higher waves, so they too are values of the $\alpha^2$ term and not of the full Dirac–Coulomb energy. The valid range of $\lambda$ shrinks as $1/Z$. For any $Z$, the $1/X$ law describes how the $\alpha^2$ term reaches its limit, not the final approach of the full Dirac–Coulomb energy. For triplet pairs the wave function vanishes at $\mathbf r_{12}=0$ and the contact term is absent. The Breit interaction brings further short-range terms, so the coefficients given here belong to the Dirac–Coulomb Hamiltonian. The remaining figures are in the numerical output below.

## Computed results

```
Dirac 1s^2 Coulomb integral, alpha^2 Z^3 part: Dirac 0.230140, Pauli 0.230140 hartree
  of which contact -0.125000, response 0.355140
Increments times lam^2, in alpha^2 Z^2 hartree:
  l   Darwin    mass-vel  response  norm      total
   1   0.09851  -0.08360   0.00524   0.00903   0.02918
   2   0.09461  -0.05834   0.00580   0.00162   0.04369
   3   0.09401  -0.05260   0.00392   0.00050   0.04583
   4   0.09385  -0.05032   0.00269   0.00020   0.04641
   6   0.09376  -0.04852   0.00143   0.00005   0.04672
   8   0.09373  -0.04783   0.00087   0.00002   0.04679
  10   0.09371  -0.04749   0.00058   0.00001   0.04681
  12   0.09368  -0.04729   0.00042   0.00000   0.04681
Large-l limits, numerical | derived (alpha^2 Z^2 hartree):
  darwin     0.09364 |   0.09375
  massvel   -0.04683 |  -0.04687
  total      0.04684 |   0.04687
  response*lam^4 0.0667 | 0.0669
Nonrelativistic increment*lam^4: -0.17567 | -0.17578 hartree
Local power of lam, l=10 to 12: Darwin -2.002, norm -5.940
Pair-function shape error at l=12: 0.11 % of peak
Correlated expansion, 94 terms: E2 = -0.157665 hartree
  E2 from waves 0-12 plus tail: -0.157667 hartree
  second-order Darwin, all l: 0.242918 alpha^2 Z^2 hartree
  same from the point r12 = 0: 0.242498 alpha^2 Z^2 hartree
Example Z = 10: alpha*Z = 0.07297, 1/(alpha*Z) = 13.70
  first-order Darwin  -6656.42 microhartree
  second-order Darwin 1293.57 microhartree
  tail coefficient 3/32 alpha^2 Z^2 = 499.23 microhartree
Missing energy in microhartree:
  X   Darwin   law 1/X   X*Darwin   nonrelativistic
   2   245.59   249.62    491.19      -5836.1
   3   164.99   166.41    494.96      -1929.9
   4   124.12   124.81    496.48       -852.2
   5    99.44    99.85    497.20       -446.1
   6    82.93    83.21    497.57       -261.1
   8    62.24    62.40    497.89       -110.9
  10    49.80    49.92    497.97        -56.5
  13    38.31    38.40    497.98        -25.1
Error of the Darwin limit from X = 4 and 5, microhartree:
  no extrapolation (X=5) -99.44, 1/X law -0.72, X^-3 law -73.55
```
